Why GW gap opening changes band-edge masses: a two-band k.p account

**Question.** A GW correction widens the gap of a semiconductor. Why does this tend to make the electrons and holes at the band edges heavier, and why does the nonlocality of the self-energy take back part of the change?

**Answer.**

**The mechanism: two levels that repel**

In a semiconductor with a small direct gap, the conduction band and a valence band coupled to it by the momentum operator have light masses because they push each other apart as the wave vector k moves away from the band edge. A valence band without that coupling is not covered by this argument. The push is the square of a coupling divided by the gap. A wider gap weakens it, the bands become flatter, and a flatter band means a heavier particle.

That argument holds the coupling fixed. The coupling is a velocity matrix element, and a nonlocal self-energy contributes to the velocity. If it strengthens the coupling, the bands regain some of their curvature. The outcome is a competition, and its result depends on the self-energy.

**The starting bands**

Let c and v label the conduction and valence states at k = 0, separated by the gap E0. Assume that they have opposite parity, ignore all other bands, and follow one direction of k. Write a state near the edge as exp(ikx) times a combination of these two fixed states. For a Hamiltonian with a local potential,

exp(−ikx) H exp(ikx) = H + ħkp/m0 + ħ²k²/2m0,

where m0 is the free-electron mass. Parity removes the diagonal elements of p. The phases of the states can be chosen so that the off-diagonal element is real and positive, and it defines the interband velocity

v = <c|p|v>/m0.

With energies measured from midgap, the 2×2 Hamiltonian is

H0(k) = ħ²k²/2m0 + (E0/2)σz + ħkv σx.

Here σz is +1 on c and −1 on v, and σx exchanges them. The eigenvalues are

E±(k) = ħ²k²/2m0 ± √[(E0/2)² + (ħkv)²].

For small k, √(A² + y) ≈ A + y/(2A) with A = E0/2, so

E±(k) ≈ ħ²k²/2m0 ± [E0/2 + ħ²k²v²/E0].

The last term is the level repulsion. The inverse mass is the second derivative of the energy with respect to k, divided by ħ². For the hole the sign is reversed, so that a valence band curving downwards has a positive hole mass:

1/m_c = 1/m0 + B0
1/m_h = −1/m0 + B0
B0 = 2v²/E0.

The interband part B0 lightens both particles. The free-electron term has opposite signs in the two lines, so the hole is slightly heavier than the electron.

**Opening the gap alone**

The quasiparticle equation replaces the exchange-correlation potential of the starting calculation by the self-energy Σ. In general Σ depends on energy. Here it is taken as static and Hermitian, so the correction ΔΣ is a matrix added to H0(k). The simplest correction raises c by Δ/2 and lowers v by Δ/2 at every k in the fixed basis:

ΔΣ = (Δ/2)σz.

The gap becomes E1 = E0 + Δ, while the off-diagonal element ħkv is untouched. The same expansion gives

B1 = 2v²/E1 = B0 · E0/E1.

Both inverse masses fall. As long as B1 stays above 1/m0, so that the valence band still curves downwards, both masses rise. This is the first half of the answer, and it rests on the assumption that v stays fixed.

**Why nonlocality changes the velocity**

The velocity operator is the rate of change of position, (i/ħ)[H, x]. The kinetic energy contributes p/m0. A local potential commutes with x and contributes nothing. A nonlocal self-energy has a kernel Σ(x,x') that connects different points, and its contribution is

<x|(i/ħ)(Σx − xΣ)|x'> = (i/ħ) Σ(x,x') (x' − x).

The same term appears in the k.p expansion. Between the factors exp(−ikx) and exp(ikx') the kernel becomes

Σ(x,x') exp[ik(x' − x)] = Σ(x,x') [1 + ik(x' − x) − k²(x' − x)²/2 + …].

The term linear in k is ħk times the extra velocity. The term in k² adds curvature directly. Both vanish for a local potential, where x' = x.

A simple kernel shows the sign. Take an attractive Gaussian of strength S and width w:

Σ(x − x') = −S exp[−(x − x')²/2w²] / (√(2π) w).

Acting on a plane wave exp(iqx), it gives the energy −S exp(−q²w²/2). Differentiating with respect to ħq gives the added velocity

(S w² q/ħ) exp(−q²w²/2).

The kinetic velocity is ħq/m0, so the ratio of added to kinetic velocity is

m0 S w² exp(−q²w²/2)/ħ².

The ratio is the same for q = G and q = −G. It therefore also holds for the matrix element between sin Gx and cos Gx, which contain these two waves. It is positive because the attraction weakens as q grows: the energy rises faster with q than kinetic energy alone would make it. For S = 5 eV and G = 2π/(0.5 nm), the ratio is 0.298 at w = 0.1 nm and 0.0065 at w = 0.01 nm. The effect disappears as the kernel becomes local.

**The mass formula with all terms**

With parity and time-reversal symmetry, the part of a correction that is not proportional to the unit matrix has, up to second order in k, the form

ΔΣ(k) = (Δ/2 + ħ²k²D/2)σz + ħkΛ σx.

Here Λ is the added interband velocity and D is the direct curvature, which has the dimension of an inverse mass. A k² term proportional to the unit matrix is also possible; the Gaussian kernel above gives one, since its energy is even in q and so equal for sin Gx and cos Gx. Such a term would add to the free-electron term 1/m0 rather than to B. It is left out here, and it is absent in the two models treated below. Define u = v + Λ. The square root in the eigenvalue is now

√[(E1/2 + ħ²k²D/2)² + (ħku)²] ≈ E1/2 + ħ²k²D/2 + ħ²k²u²/E1.

Two derivatives and division by ħ² give

B = 2u²/E1 + D,

with 1/m_c = 1/m0 + B and 1/m_h = −1/m0 + B as before.

A partial offset means that B lies between the gap-only value 2v²/E1 and the starting value 2v²/E0. If D is negligible, this requires

1 < u/v < √(E1/E0).

The velocity enters squared and the gap to the first power. For small changes and negligible D, a relative velocity increase of half the relative gap increase is therefore enough to restore the original mass. A larger one makes the particles lighter than at the start, unless a negative D compensates, as in the next section.

**A case where the gap opens and the masses stay put**

A scissors correction moves every conduction eigenstate up by Δ/2 and every valence eigenstate down by Δ/2, at each k. Rigidly shifted bands keep their curvature, so B must equal B0. This seems to contradict the first argument, but the shifted states are now the eigenstates at k, which are mixtures of c and v.

Let θ be the mixing angle, with

tan θ = 2ħkv/E0 = k/q0, q0 = E0/(2ħv).

The operator that is +1 on the upper eigenstate and −1 on the lower one is cos θ σz + sin θ σx. Hence

ΔΣ = (Δ/2)(cos θ σz + sin θ σx).

For small k, sin θ ≈ k/q0 and cos θ ≈ 1 − k²/(2q0²). Comparison with the general form gives

ħΛ = Δ/(2q0), so Λ = vΔ/E0 and u = vE1/E0
ħ²D/2 = −Δ/(4q0²), so D = −2v²Δ/E0².

Inserting both,

B = 2v²E1/E0² − 2v²Δ/E0² = 2v²(E1 − Δ)/E0² = 2v²/E0 = B0.

The velocity term alone overshoots, and D removes the excess. A renormalized velocity used without D would give the wrong mass here. The statement that a wider gap means heavier carriers is thus conditional: it depends on how the correction varies with k.

**One interaction that produces all three terms**

Screened exchange is the part of the GW self-energy in which an electron exchanges with the occupied states through the screened interaction W. In a one-dimensional static model,

Σ(k) = −∫ (dq/2π) W(k − q) ρ(q), W(q) = W0 exp(−q²b²/2).

The length b is the range of the interaction in real space. The matrix ρ(q) projects on the starting valence state:

ρ(q) = ½[1 − cos θ(q) σz − sin θ(q) σx].

The unit matrix gives an energy independent of k and drops out of the masses. The rest has a positive sign, because two minus signs multiply:

½ ∫ (dq/2π) W(k − q) [cos θ(q) σz + sin θ(q) σx].

This is a scissors-like operator averaged over a window of width about 1/b in q. To evaluate it, set x = q/q0 and a = (q0b)²/2, so that q²b²/2 = ax². With all integrals from 0 to ∞, define

Ic = ∫ exp(−ax²) (1 + x²)^(−1/2) dx
Is = ∫ exp(−ax²) (1 + x²)^(−3/2) dx.

*Gap.* At k = 0 the σz part equals Δ/2. Since cos θ = (1 + x²)^(−1/2),

Δ = W0 q0 Ic/π.

Dividing by E0 = 2ħvq0 gives δ = Δ/E0 = W0 Ic/(2πħv).

*Velocity.* Substituting q = k + s moves the k dependence into sin θ(k + s). Its slope at k = 0 is (1 + x²)^(−3/2)/q0, with x = s/q0, so

ħΛ = W0 Is/(2π), and therefore Λ/v = δr with r = Is/Ic.

This is positive because W is positive and sin θ rises steadily with q. Physically, the occupied states at q and −q carry the c–v mixing with opposite signs, and moving to k > 0 makes W(k − q) weight those at positive q more strongly. The contribution of a state goes as q b² exp(−q²b²/2) sin θ(q), so for a short-range interaction it comes mainly from |q| of order 1/b. For b = 0.2 nm and the parameters used below, the states with |q| < q0 supply only 0.4 % of Λ, and those with |q| > 3.1 nm⁻¹ supply 83 %.

*Curvature.* The k² term of the σz part gives

ħ²D = ½ ∫ (ds/2π) W(s) d²cos θ/ds² = [W0/(2πq0)] ∫ exp(−ax²) (d²/dx²)(1 + x²)^(−1/2) dx,

where the last integral runs from 0 to ∞. Integrate by parts. The boundary terms vanish, since the first derivative, −x(1 + x²)^(−3/2), is zero at x = 0 and the Gaussian is zero at infinity. What remains is

−2a ∫ exp(−ax²) x² (1 + x²)^(−3/2) dx = −2a(Ic − Is),

because x² = (1 + x²) − 1. With B0 = v/(ħq0), this becomes D/B0 = −2aδ(1 − r).

Since E1/E0 = 1 + δ, the three results combine to

B/B0 = (1 + δr)²/(1 + δ) − 2aδ(1 − r).

Direct diagonalization, with Σ(k) summed over the occupied states, agrees with this formula for the six ranges b tested.

Two limits at fixed Δ show what decides the competition. For short range, a → 0, Is tends to 1 while Ic grows logarithmically, so r → 0 and B/B0 → 1/(1 + δ), the gap-only result. At fixed W0, the gap contributions of ever more distant occupied states keep adding up, whereas ħΛ tends to W0/(2π). Both features come from the unbounded range of q in this model, and the limit is approached only logarithmically: with the parameters below, B/B0 is still 0.75 at b = 0.001 nm, against the limit 0.667. If the occupied states are limited to a finite zone, Λ vanishes as b² instead: for |q| < 6.3 nm⁻¹, 2πħΛ/W0 is 0.53, 0.18 and 0.008 at b = 0.2, 0.1 and 0.02 nm. This is what a contact interaction must give, since its self-energy is local, and the gap-only result is again the limit. For long range, a → ∞, the Gaussian confines x to small values with mean square 1/(2a). Then r ≈ 1 − 1/(2a) and 2a(1 − r) → 1, so B/B0 → (1 + δ) − δ = 1, the scissors result.

**What a one-shot solver keeps**

A one-shot solution of the quasiparticle equation keeps the starting eigenstates and adds the expectation value of ΔΣ. In the upper eigenstate σz has the value cos θ and σx has the value sin θ, so the added energy is

cos θ (Δ/2 + ħ²k²D/2) + sin θ ħkΛ.

With sin θ ≈ 2ħkv/E0 and cos θ ≈ 1 − 2ħ²k²v²/E0², the k² terms are

−Δħ²k²v²/E0² + ħ²k²D/2 + 2ħ²k²vΛ/E0.

Multiplying by 2/ħ² and adding B0 gives

B_one = B0(1 − δ + 2Λ/v) + D.

This is the full formula to first order in the correction. The full result is larger by

B − B_one = B0 (δ − Λ/v)²/(1 + δ).

To verify this, put (1 + Λ/v)² and (1 − δ + 2Λ/v)(1 + δ) over the common denominator 1 + δ; their difference is (δ − Λ/v)². The missing piece is the repulsion caused by the part of ΔΣ that mixes the starting eigenstates. In this two-band model the diagonal solver therefore makes the carriers too heavy relative to full diagonalization, unless Λ/v = δ, as in the scissors case.

**The numbers**

Take round model parameters: E0 = 1 eV, 2m0v² = 20 eV, Δ = 0.5 eV and b = 0.2 nm. They give v = 1.326 × 10⁶ m/s and q0 = 0.573 nm⁻¹. The strength W0 = 0.937 eV nm is fixed by the chosen Δ.

*Start.* m0B0 = 20/1 = 20, so

m_c = m0/(1 + 20) = 0.0476 m0
m_h = m0/(20 − 1) = 0.0526 m0.

*Gap only.* m0B = 20/1.5 = 13.33, so

m_c = m0/14.33 = 0.0698 m0
m_h = m0/12.33 = 0.0811 m0.

The masses rise by 47 % and 54 % relative to the start. At k = 0.1 nm⁻¹ the cause is directly visible: the level repulsion drops from 7.62 to 5.08 meV. These are second-order values; the exact two-band values are 7.56 and 5.06 meV.

*Velocity.* The integrals are Ic = 2.927 and Is = 0.984, so r = 0.336 and

u/v = 1 + 0.5 × 0.336 = 1.168.

This lies below the limit √1.5 = 1.225. The interband term becomes 13.33 × 1.168² = 18.19.

*Curvature.* With a = 0.00656,

m0D = −20 × 2 × 0.00656 × 0.5 × 0.664 = −0.087.

The full value is m0B = 18.19 − 0.09 = 18.10, which gives

m_c = 0.0523 m0
m_h = 0.0585 m0.

The final increases are 10 % and 11 %. The fraction of the fall in B that has been undone is

(18.10 − 13.33)/(20 − 13.33) = 0.72.

A velocity gain of 17 % thus recovers most of what a gap increase of 50 % removed, because it enters squared. The size of this gain depends on occupied states far from the band edge. With Δ held fixed and the occupied states limited to |q| < 11.1, 6.3 or 3.1 nm⁻¹, the fraction falls from 0.72 to 0.65, 0.39 or 0.13. On a lattice of spacing 0.5 nm, with coupling ħv sin(ka)/a and the same Gaussian range in real space, it is 0.06. The one-shot solver gives m0B = 16.64, and hence mass increases of 19 % and 22 %, about twice those of the full diagonalization.

The range of the interaction matters. With Δ held at 0.5 eV:

b = 0.1 nm: B/B0 = 0.862
b = 0.5 nm: B/B0 = 0.985
b = 1 nm: B/B0 = 1.051
b = 2 nm: B/B0 = 1.090
b = 40 nm: B/B0 = 1.002

The crossover lies at b = 0.58 nm. Beyond it, in this scan, the carriers are lighter than at the start although the gap is wider, and at very long range the scissors limit is approached. At b = 0.5 nm the ratio u/v = 1.229 already exceeds 1.225, yet B is still below B0, because D is negative.

**How far the conclusion reaches**

The mass formula needs two bands that dominate the curvature, and it describes the bands only close to k = 0. For the starting bands this means k well below q0; a correction can change that range. The exchange model is more restrictive. For b = 0.2 nm its integral extends to wave vectors of about 1/b = 5 nm⁻¹, far above q0, where a real crystal need not follow the two-band form; beyond 23 nm⁻¹ the lower band of H0 even lies above the conduction minimum, although the model counts it as occupied. The dimension matters too. An isotropic three-dimensional version of the model, with coupling ħv|k| in every direction and W ∝ exp(−q²b²/2)/q², gives u/v = 1.39 and B/B0 = 1.17 at the same Δ and b = 0.2 nm, so the carriers become lighter. The partial offset at short range is a property of the one-dimensional model, not a general result for screened exchange. The model also omits the Coulomb hole (the other static part of the GW self-energy), the energy dependence of Σ, and self-consistency.

It also subtracts no starting exchange-correlation potential. If that potential is local and has the parity symmetry of the crystal, it is diagonal between edge states of opposite parity and independent of k. It can then change Δ but not Λ or D. If it reduces the net gap opening while u and D stay the same, B = 2u²/E1 + D rises, and a partial offset can turn into an excessive one. The positive sign of Λ has been shown for the two attractive kernels treated here, not for every crystal. For a real material, the gap correction alone does not fix the change of mass; the k dependence of the self-energy near the band edge is needed as well.

Numbers as computed

```
Starting gap E0 = 1.000 eV
Gap opening = 0.500 eV; corrected gap E1 = 1.500 eV
k.p energy 2 m0 v^2 = 20.000 eV
Starting interband velocity v = 1.3262e+06 m/s
Wave vector scale q0 = 0.5728 1/nm
Sample wave vector = 0.100 1/nm
Repulsion at sample k, gap E0, second order = 7.620 meV
Repulsion at sample k, gap E0, exact = 7.563 meV
Repulsion at sample k, gap E1, second order = 5.080 meV
Repulsion at sample k, gap E1, exact = 5.063 meV
Kernel test: cell = 0.50 nm, strength S = 5.00 eV
Added velocity/(p/m0), width 0.10 nm = 0.2979
Added velocity/(p/m0), width 0.01 nm = 0.00651
Scissors: u/v = 1.5000, m0*D = -10.0000
Scissors: m0*2u^2/E1 = 30.0000
Exchange range b = 0.200 nm; a = 0.00656
Exchange strength W0 = 0.9368 eV nm
Integrals Ic = 2.9274, Is = 0.9840, ratio r = 0.3362
Corrected velocity u = 1.5491e+06 m/s; u/v = 1.1681
Upper limit of u/v for partial offset at D=0: 1.2247
Diagonal curvature m0*D = -0.0871
start: m0*B = 20.0000, B/B0 = 1.0000, m_c/m0 = 0.04762, m_h/m0 = 0.05263
gap only: m0*B = 13.3333, B/B0 = 0.6667, m_c/m0 = 0.06977, m_h/m0 = 0.08108
gap + velocity: m0*B = 18.1920, B/B0 = 0.9096, m_c/m0 = 0.05211, m_h/m0 = 0.05817
full: m0*B = 18.1049, B/B0 = 0.9052, m_c/m0 = 0.05234, m_h/m0 = 0.05846
one-shot diagonal: m0*B = 16.6359, B/B0 = 0.8318, m_c/m0 = 0.05670, m_h/m0 = 0.06396
gap only: mass rise, electron = 46.51 %, hole = 54.05 %
gap + velocity: mass rise, electron = 9.42 %, hole = 10.52 %
full: mass rise, electron = 9.92 %, hole = 11.08 %
one-shot diagonal: mass rise, electron = 19.08 %, hole = 21.52 %
Fraction of the fall in B undone = 0.7157
Range b = 0.1 nm: u/v = 1.1376, D/B0 = -0.0012, full B/B0 = 0.8616
Range b = 0.2 nm: u/v = 1.1681, D/B0 = -0.0044, full B/B0 = 0.9052
Range b = 0.5 nm: u/v = 1.2290, D/B0 = -0.0222, full B/B0 = 0.9848
Range b = 1.0 nm: u/v = 1.2953, D/B0 = -0.0672, full B/B0 = 1.0513
Range b = 2.0 nm: u/v = 1.3730, D/B0 = -0.1667, full B/B0 = 1.0901
Range b = 40.0 nm: u/v = 1.4991, D/B0 = -0.4962, full B/B0 = 1.0019
Crossover range where B = B0: 0.5834 nm
```
